# Ohmic heating in a plasma slab with a cosine density profile

## Problem

The bulk of a capacitive discharge is modelled as a slab of quasi-neutral plasma of width $d$, with the sheaths lying outside it. Its electron density is

$$n(x)=n_0\cos\!\left(\frac{2\theta x}{d}\right),\qquad -\frac d2\le x\le\frac d2 ,$$

where the angle $\theta$ is set by the ratio of edge density to centre density, $h=n(\pm d/2)/n_0=\cos\theta$. A current density $j(t)=J\cos\omega t$ flows along $x$. Electrons lose momentum to the gas at a frequency $\nu$ that is the same everywhere.

A quick estimate of the ohmic heating uses the centre density $n_0$ throughout the slab. By what factor $F$ must this estimate be multiplied to give the ohmic heating of the cosine profile, if $J$, $d$ and $\nu$ are held fixed? Evaluate $F$ for $h=0.4$.

Three assumptions complete the model. The density does not change during an rf period. The current in the bulk is carried by electrons, so that displacement current and ion current are neglected, as is the slow outward drift of electrons that accompanies the ions to the walls. "Ohmic heating" means the work done against friction with the gas, integrated over the bulk and averaged over a period. Heating of electrons at the moving sheath edges is a separate process, whose size is estimated at the end.

SI units are used in the formulas, with $e>0$ the elementary charge, $m$ the electron mass and $T_e$ the electron temperature in energy units. Numbers for the discharge are given in the units of process engineering.

## First estimate by scaling

With the current fixed, the electrons must drift faster where there are fewer of them. The drift speed scales as $u\sim J/(en)$. Friction takes momentum $mu$ from each electron at the rate $\nu$, so the power lost per electron scales as $m\nu u^2$, and the power per volume as

$$n\,m\nu u^2\sim\frac{m\nu J^2}{e^2 n}.$$

Low density therefore means more heating, not less: the number of electrons falls as $n$, but the power per electron rises as $1/n^2$.

This already confines the answer. The density lies between $0.4\,n_0$ and $n_0$, so the local heating lies between 1 and $1/0.4=2.5$ times its centre value, and $1<F<2.5$. A better estimate puts one typical density into the scaling law, and the natural choice is the mean density. With $s=2x/d$,

$$\frac{\langle n\rangle}{n_0}=\int_0^1\cos(\theta s)\,ds=\frac{\sin\theta}{\theta}.$$

For $h=0.4$ the angle is $\theta=\arccos 0.4=1.1593$ and $\sin\theta=\sqrt{1-0.16}=0.9165$. The mean density is $0.791\,n_0$, and the estimate is

$$F_{\rm est}=\frac{n_0}{\langle n\rangle}=\frac{\theta}{\sin\theta}=1.26 .$$

The direction of its error is known in advance. The heating needs the mean of $1/n$, whereas the estimate uses one over the mean of $n$. The Cauchy–Schwarz inequality, applied to $\sqrt n$ and $1/\sqrt n$, gives

$$1=\left\langle\sqrt n\,\frac1{\sqrt n}\right\rangle^2\le\langle n\rangle\left\langle\frac1n\right\rangle ,$$

so $\langle 1/n\rangle\ge1/\langle n\rangle$. The value 1.26 is a lower bound on $F$.

## Exact solution of the model

### The local heating

The scaling argument left out electron inertia, which is not small when $\omega$ is comparable with $\nu$, and the pressure gradient, which is present wherever the density varies. The momentum balance shows what they do.

Since the density is static, electron continuity requires the rf part of $nu$ to be independent of $x$. The electron charge is $-e$, so $j=-enu$ and

$$u(x,t)=-\frac{j(t)}{e\,n(x)} .$$

The momentum balance per electron is

$$m\left(\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial x}\right)=-eE-m\nu u-\frac{T_e}{n}\frac{dn}{dx},$$

with $T_e$ taken as uniform and constant in time. Solving for the field gives

$$E=-\frac me\left(\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial x}+\nu u\right)-\frac{T_e}{en}\frac{dn}{dx}.$$

The convective term follows from $u^2=j^2/(e^2n^2)$:

$$u\frac{\partial u}{\partial x}=\frac12\frac{\partial u^2}{\partial x}=\frac{j^2}{2e^2}\frac{d}{dx}\frac1{n^2}=-\frac{j^2}{e^2n^3}\frac{dn}{dx}.$$

Inserting this and $u=-j/(en)$ into the field, and noting that two minus signs cancel in each of the first three terms, we find

$$E=\frac{m}{e^2n}\left(\frac{dj}{dt}+\nu j\right)+\frac{m j^2}{e^3n^3}\frac{dn}{dx}-\frac{T_e}{en}\frac{dn}{dx}.$$

The power given to the electrons per volume is $jE$. Its average over a period contains four averages:

- inertia gives $\langle j\,dj/dt\rangle=\tfrac12\langle d(j^2)/dt\rangle=0$, because $j^2$ returns to its starting value;
- friction gives $\langle j^2\rangle=J^2/2$;
- convection gives $\langle j^3\rangle=J^3\langle\cos^3\omega t\rangle=0$;
- pressure gives $\langle j\rangle=0$.

Friction alone survives, and the local heating is

$$p(x)=\frac{m\nu J^2}{2e^2n(x)} .$$

The frequency $\omega$ has dropped out. Inertia changes the field needed to drive the current, and hence the voltage, but at a given current it does not change the mean power. This holds for a $\nu$ that does not depend on electron speed. If it does, as in argon, the effective friction frequency depends on $\omega$: for $\nu\propto v^3$ and a Maxwellian it is about 3.4 times larger at $\omega\gg\nu$ than at $\omega\ll\nu$. The ratio $F$ below is unaffected as long as the electron distribution is the same everywhere.

Two remarks show how far this formula reaches. First, the friction work can be written down directly as $\langle m\nu nu^2\rangle$, which gives the same $p(x)$ without any statement about the pressure. If the electron temperature oscillates in step with the current, the local pressure work need not average to zero. For a temperature that is uniform in space it cancels between the two halves of a symmetric slab; if the temperature also varies in space, net work of either sign can remain. At fixed $\nu$ this comes on top of the friction work and does not alter it. Secondly, a real discharge current contains harmonics, and then $\langle j^3\rangle$ need not vanish. The convective power is then proportional to $n^{-3}dn/dx$, which is odd in $x$ for a symmetric profile, so it cancels between the two halves of the slab. The total keeps its form, with $J^2/2$ replaced by $\langle j^2\rangle$.

### The integral over the slab

The heating per unit electrode area is

$$S=\int_{-d/2}^{d/2}p\,dx=\frac{m\nu J^2}{2e^2}\int_{-d/2}^{d/2}\frac{dx}{n(x)},$$

and the estimate with centre density is $S_0=m\nu J^2d/(2e^2n_0)$. In their ratio the common factors cancel:

$$F=\frac{S}{S_0}=\frac1d\int_{-d/2}^{d/2}\frac{dx}{\cos(2\theta x/d)} .$$

The integrand is even, so the integral is twice that from $0$ to $d/2$. The substitution $\varphi=2\theta x/d$, with $dx=d\,d\varphi/(2\theta)$, turns it into

$$F=\frac1\theta\int_0^\theta\frac{d\varphi}{\cos\varphi}.$$

Now set $w=\sin\varphi$. Then $dw=\cos\varphi\,d\varphi$, and

$$\frac{d\varphi}{\cos\varphi}=\frac{dw}{\cos^2\varphi}=\frac{dw}{1-w^2},\qquad \int_0^{\sin\theta}\frac{dw}{1-w^2}=\operatorname{artanh}(\sin\theta).$$

To express this through $h$, call the last quantity $y$, so that $\tanh y=\sin\theta$. From $1/\cosh^2y=1-\tanh^2y=\cos^2\theta=h^2$ it follows that $\cosh y=1/h$. Hence

$$\boxed{F(h)=\frac{\operatorname{arccosh}(1/h)}{\arccos h}}$$

For $h=0.4$,

$$y=\frac12\ln\frac{1+0.91652}{1-0.91652}=1.5668,\qquad F=\frac{1.5668}{1.1593}=1.35 .$$

The ohmic heating is 1.35 times the centre-density estimate. Equivalently, the estimate misses 26% of the true value within this model.

### Where the heat is released

The local heating at the edge is $1/h=2.5$ times that at the centre. The position that divides the heating into equal inner and outer parts follows from the same integral. If $\varphi_{1/2}$ is the corresponding angle, then $\operatorname{artanh}(\sin\varphi_{1/2})=y/2$, and the half-angle formula for the hyperbolic tangent gives

$$\sin\varphi_{1/2}=\tanh\frac y2=\sqrt{\frac{\cosh y-1}{\cosh y+1}}=\sqrt{\frac{1-h}{1+h}} .$$

For $h=0.4$ this is $\sqrt{0.6/1.4}=0.655$, and $|x|/(d/2)=\varphi_{1/2}/\theta=0.62$. Half of the ohmic heat is released in the outer 38% of the slab.

## Comparison of the two

The mean-density estimate gave 1.26 and the solution gives 1.35, so the estimate is 6% below the solution. Two limits show when it can be trusted.

For a nearly flat profile $\theta$ is small. Expanding both results to fourth order,

$$F=\frac1\theta\int_0^\theta\left(1+\frac{\varphi^2}2+\frac{5\varphi^4}{24}\right)d\varphi=1+\frac{\theta^2}6+\frac{\theta^4}{24},$$

$$F_{\rm est}=\frac\theta{\sin\theta}=1+\frac{\theta^2}6+\frac{7\theta^4}{360}.$$

They agree at second order and differ by $\theta^4(15-7)/360=\theta^4/45$. For small $\theta$ this difference equals the variance of the relative density. To leading order $n/n_0=1-\varphi^2/2$, and the variance of $\varphi^2/2$ over the slab is $\theta^4/20-\theta^4/36=\theta^4/45$. A single typical density works as long as the spread of densities is small.

For a profile that falls almost to zero, $h\to0$, we have $\operatorname{arccosh}(1/h)\to\ln(2/h)$ and $\arccos h\to\pi/2$, so

$$F\to\frac2\pi\ln\frac2h .$$

At $h=0.001$ this law gives 4.839, and numerical quadrature of $1/n$ gives 4.842. The mean-density estimate tends instead to $\pi/2=1.57$ and misses the growth altogether. The mean density hardly notices a thin layer of dilute plasma, but a fixed current has to pass through that layer. The growth is only logarithmic because the layer becomes thinner as its density falls. The limit belongs to the formula more than to a discharge: at very low edge density the displacement current and the motion of the sheath edge can no longer be ignored.

### The same slab at fixed voltage

The factor depends on what is held fixed. Suppose that the rf voltage amplitude $V$ across the bulk is fixed instead of $J$. The convective and pressure fields are odd in $x$ and contribute no voltage across the symmetric slab. In complex notation the rest of the field gives

$$V=ZJ,\qquad Z=\frac{m(\nu+i\omega)}{e^2}\int_{-d/2}^{d/2}\frac{dx}{n}=F\,Z_0 ,$$

where $Z_0$ is the impedance per unit area at uniform density $n_0$. The power is $\tfrac12|V|^2\,{\rm Re}(1/Z)$, which is $1/F=0.74$ times the centre-density value. The dilute edges raise the impedance and reduce the current by a factor $F$. The power, proportional to $J^2F$, then falls by $F$. Density variation therefore increases the heating at fixed current and decreases it at fixed bulk voltage.

## Numbers for an argon discharge

Take rough typical values for low-pressure argon at 13.56 MHz: pressure 10 mTorr, gas temperature 300 K, $d=3$ cm, $n_0=3\times10^9$ cm$^{-3}$, $J=3$ mA/cm$^2$ and $T_e=3$ eV. The gas density is $N=p_{\rm gas}/(k_BT_{\rm gas})=3.22\times10^{14}$ cm$^{-3}$. With a rough rate coefficient of $10^{-7}$ cm$^3$/s for momentum transfer, $\nu=3.2\times10^7$ s$^{-1}$. This is below $\omega=8.5\times10^7$ s$^{-1}$, so inertia contributes more than friction to the rf field, while friction still sets the mean power.

In SI units $J=30$ A/m$^2$ and $n_0=3\times10^{15}$ m$^{-3}$. The heating at the centre is

$$p(0)=\frac{(9.11\times10^{-31})(3.22\times10^7)(30)^2}{2\,(1.602\times10^{-19})^2(3\times10^{15})}=171\ \mathrm{W/m^3},$$

or 0.171 mW/cm$^3$. At the edge it is 2.5 times larger, 0.428 mW/cm$^3$. The centre-density estimate is $0.171\times3=0.51$ mW/cm$^2$, and the cosine profile gives $1.35\times0.514=0.69$ mW/cm$^2$.

### What the model leaves out

Keeping the displacement current in the bulk raises the ohmic heating by about 0.2% when the impedance is summed numerically over thin layers, and raises the factor by less than 0.1% if the centre-density estimate includes the displacement current as well. The effect is small because $(\omega/\omega_p)^2$ is only 0.002 even at the edge, where $\omega_p$ is the local electron plasma frequency. Other assumptions matter more. At the same $h=0.4$, a parabolic profile gives 1.33 and an elliptical one, $n=n_0\sqrt{1-(1-h^2)s^2}$, gives 1.26. If $\nu$ rises quadratically from the centre to a value 20% higher at the edge, the cosine gives 1.46 relative to an estimate with centre values. In argon, where the momentum-transfer cross section depends strongly on electron energy, such a rise could occur if the electrons were hotter at the edge than in the centre, contrary to the uniform temperature assumed here. Both decimals of 1.35 thus depend on the details of the model and are not a prediction for a reactor.

The edge ratio is itself an input. A common low-pressure heuristic is $h\approx0.86/\sqrt{3+d/(2\lambda_i)}$, with $\lambda_i$ the ion mean free path. A rough ion–neutral cross section of $10^{-14}$ cm$^2$ gives $\lambda_i=0.31$ cm and $h\approx0.31$, so the chosen 0.4 is somewhat high for this pressure and width. The shape is an input too. A cosine is the profile of diffusion with a constant coefficient, which requires the ion drift to stay below the ion thermal speed, roughly $\lambda_i\lesssim(T_i/T_e)\,d\approx0.03$ cm for ions at the gas temperature $T_i$. Here $\lambda_i$ is ten times larger, and the profile is flatter in the middle and steeper near the edges. An ion fluid model with constant mean free path, Boltzmann electrons and the speed $\sqrt{T_e/M}$ at the edges ($M$ the ion mass) gives $h\approx0.30$ and $F\approx1.2$, whereas a cosine with $h=0.31$ would have $F=1.47$. At this pressure the cosine overstates the factor.

The largest omission may be collisionless heating. The electron mean free path, $\bar v/\nu$ with mean speed $\bar v=\sqrt{8T_e/(\pi m)}$, is 3.6 cm, longer than the slab is wide. To size the effect, treat the sheath edge as a hard wall receding from the plasma at speed $w(t)$. An electron arriving with velocity $v$ leaves with $2w-v$ and gains the energy

$$\tfrac12m\left[(2w-v)^2-v^2\right]=-2mw(v-w).$$

Electrons arrive at the rate $(v-w)f\,dv$ per area, where $f$ is their Maxwellian velocity distribution, so the power is $-2mw\int(v-w)^2f\,dv$. For $w$ small compared with $\bar v$, the term linear in $w$ averages to zero and the quadratic one leaves $4m\langle w^2\rangle\int_0^\infty vf\,dv$. The integral is the one-sided flux $n_s\bar v/4$, with $n_s=hn_0$. If the wall moves with the edge drift, of amplitude $J/(en_s)$, then $\langle w^2\rangle=J^2/(2e^2n_s^2)$, and each sheath gives

$$S_{\rm wall}=\frac{m\bar vJ^2}{2e^2n_s}.$$

The drift amplitude is $0.135\,\bar v$, so the expansion is justified. Two sheaths give 3.1 mW/cm$^2$, which is 4.4 times the ohmic heating. This sets a scale for the sheath heating but is not a bound on it, because the arriving electrons were given a Maxwellian at rest and the density at the wall was held at $n_s$. If the electrons drifted with the wall at the same speed $w$, $f$ would depend on $v-w$ alone, the integral $\int(v-w)^2f\,dv$ would not depend on $w$, and the mean power would vanish. If instead the density falls within the region swept by the sheath edge, the wall must move faster there to carry the same current, and the heating can exceed the hard-wall value. The true value depends on how density and drift vary across that region, which this model does not describe.

### Beside a real discharge

The pressure, frequency and density chosen here are in the range used for low-pressure capacitive etching. A rough energy balance tests whether they fit together. Ions leave through both edges at about the speed $\sqrt{T_e/M}$, with $M$ the argon mass, and if each electron–ion pair costs roughly 60 eV in ionizing and exciting collisions, the electrons lose 6.2 mW/cm$^2$. The energy spent in crossing the wall potential and carried to the walls, several $T_e$ per pair, is not counted and would raise this to about 8 mW/cm$^2$; the lower figure is used below. Ohmic heating supplies only 0.69 mW/cm$^2$, about a ninth of this. Friction alone therefore cannot sustain the chosen density at the chosen current: either other processes supply most of the power, or the density is lower. With the hard-wall value for the sheaths the two heating terms would sum to $0.69+3.09=3.8$ mW/cm$^2$. This is below 6.2 mW/cm$^2$, but because the hard-wall value is not an upper bound, the comparison does not decide whether the rough inputs can balance. For the sum of these two terms, replacing the centre density by the cosine profile in the ohmic part would raise the sum from 3.60 to 3.78 mW/cm$^2$, by 5% and not by 35%. The factor 1.35 applies to the total heating when collisions dominate, which calls for higher pressure; but there the edge ratio usually falls below 0.4, and $F$ must be evaluated for the actual profile.

Numerical values quoted here were computed with a short program.
